# Free-Carrier Index Decrease from the Drude Equation of Motion: a program that tests the result

```python
"""
Free-carrier dispersion from the Drude equation of motion.

Result under test:
    delta_n = -N e^2 lambda^2 / (8 pi^2 eps0 c^2 n0 m)
for omega*tau >> 1 and X = omega_p^2/(n0^2 omega^2) << 1, with relative
error at most g^2 + X, where g = 1/(omega*tau).

Symbols: N carrier density, m effective mass, n0 background index,
lambda vacuum wavelength, omega angular frequency, tau scattering time,
omega_p^2 = N e^2/(eps0 m). Time factor exp(-i omega t).
All quantities are in SI units unless a name or comment says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

e, m_e, eps0, c = const.e, const.m_e, const.epsilon_0, const.c
r_e = const.physical_constants["classical electron radius"][0]


def index_change_formula(density, wavelength, mass, n0):
    return -density * e**2 * wavelength**2 / (
        8 * np.pi**2 * eps0 * c**2 * n0 * mass)


def full_index(density, wavelength, mass, n0, tau):
    """Complex index from the full Drude permittivity."""
    w = 2 * np.pi * c / wavelength
    wp2 = density * e**2 / (eps0 * mass)
    return np.sqrt(n0**2 - wp2 / (w**2 + 1j * w / tau))


def simulated_amplitude(omega, tau, mass, field):
    """Integrate Newton's equation from rest; return complex amplitude in m.

    Internally time is in fs and displacement in pm.
    """
    w, tau_fs = omega * 1e-15, tau * 1e15
    acceleration = e * field / mass * 1e-30 * 1e12
    period = 2 * np.pi / w
    start = np.ceil(25 * tau_fs / period) * period
    periods, samples = 10, 64
    times = start + np.arange(periods * samples) * period / samples

    def motion(t, y):
        return [y[1], -y[1] / tau_fs - acceleration * np.cos(w * t)]

    run = solve_ivp(motion, (0, start + periods * period), [0.0, 0.0],
                    method="DOP853", t_eval=times, rtol=1e-10, atol=1e-12,
                    max_step=period / 8)
    assert run.success
    return 2 * np.mean(run.y[0] * np.exp(1j * w * times)) * 1e-12


# Round model parameters
n0, mass_ratio = 3.5, 0.25
mass = mass_ratio * m_e
density = 1e24
wavelength = 1.5e-6
tau = 50e-15
field = 1e6

omega = 2 * np.pi * c / wavelength
omega_p = np.sqrt(density * e**2 / (eps0 * mass))
g = 1 / (omega * tau)
X = (omega_p / (n0 * omega))**2
dn_formula = index_change_formula(density, wavelength, mass, n0)
n_full = full_index(density, wavelength, mass, n0, tau)
dn_full = n_full.real - n0

# Time integration against the steady-state amplitude, weak and strong damping
for test_tau in (tau, 1e-15):
    amplitude = simulated_amplitude(omega, test_tau, mass, field)
    expected = e * field / (mass * (omega**2 + 1j * omega / test_tau))
    assert abs(amplitude / expected - 1) < 1e-6

# Index built from the simulated polarization against the derived formulas
x_sim = simulated_amplitude(omega, tau, mass, field)
n_sim = np.sqrt(n0**2 - density * e * x_sim / (eps0 * field))
dn_sim = n_sim.real - n0
assert abs(dn_sim / dn_formula - 1) < g**2 + X
assert abs(dn_sim / dn_full - 1) < 1e-5
assert x_sim.real > 0 and dn_sim < 0

# Coupled Maxwell and collisionless carrier equations at fixed wave number.
# Variables: E, c*B, J/eps0; rates are in 1/fs.
ck = n0 * omega * 1e-15
wp_fs = omega_p * 1e-15
evolution = np.array([[0, -1j * ck / n0**2, -1 / n0**2],
                      [-1j * ck, 0, 0],
                      [wp_fs**2, 0, 0]], dtype=complex)
w_mode = np.max((1j * np.linalg.eigvals(evolution)).real)
dn_mode = ck / w_mode - n0
wavelength_mode = 2 * np.pi * c / (w_mode * 1e15)
dn_mode_formula = index_change_formula(density, wavelength_mode, mass, n0)
assert abs(dn_mode / dn_mode_formula - 1) < X
n_mode_root = np.sqrt(n0**2 - (wp_fs / w_mode)**2)
assert abs(ck / w_mode - n_mode_root) < 1e-10

# Form with the classical electron radius
dn_radius = -r_e * density * wavelength**2 / (2 * np.pi * n0 * mass_ratio)
assert abs(dn_radius / dn_formula - 1) < 1e-8


# Scaling exponents from the full index
def exponent(which):
    step = 0.01
    changes = []
    for factor in (np.exp(-step), np.exp(step)):
        values = [density, wavelength, mass]
        values[which] *= factor
        changes.append(n0 - full_index(*values, n0, tau).real)
    return np.log(changes[1] / changes[0]) / (2 * step)


exp_density, exp_wavelength, exp_mass = [exponent(i) for i in range(3)]
for found, target in ((exp_density, 1), (exp_wavelength, 2), (exp_mass, -1)):
    assert abs(found - target) < 2 * (g**2 + X)

# Error bound and sign criterion over wide ranges
rng = np.random.default_rng(7)
X_rand = 10**rng.uniform(-3, 3, 20000)
g_rand = 10**rng.uniform(-2, 2, 20000)
root = np.sqrt(1 - X_rand / (1 + 1j * g_rand))
relative_error = np.abs((root.real - 1) / (-X_rand / 2) - 1)
assert np.all(relative_error <= g_rand**2 + X_rand)
raised = root.real > 1
assert np.array_equal(raised, X_rand > 4 * (1 + 1 / g_rand**2))
assert raised.any() and not raised.all()

# Absorption and loss over the length giving a phase shift pi
alpha_sim = 2 * omega * n_sim.imag / c
alpha_full = 2 * omega * n_full.imag / c
alpha_formula = omega_p**2 / (n0 * c * omega**2 * tau)
assert abs(alpha_sim / alpha_formula - 1) < 2 * (g**2 + X)
length_pi = wavelength / (2 * abs(dn_full))
phase = omega / c * abs(dn_sim) * length_pi
assert abs(phase / np.pi - 1) < 1e-5
loss_exponent = alpha_full * length_pi
assert abs(alpha_sim * length_pi / (2 * np.pi * g) - 1) < 2 * (g**2 + X)

# Doubled wavelength at fixed background index
dn_double = full_index(density, 2 * wavelength, mass, n0, tau).real - n0
assert abs(dn_double / dn_full / 4 - 1) < 4 * (g**2 + X)

print("INPUTS (model parameters)")
print(f"background index n0 = {n0:.1f}")
print(f"effective mass = {mass_ratio:.2f} m_e")
print(f"carrier density = {density * 1e-6:.1e} cm^-3")
print(f"vacuum wavelength = {wavelength * 1e6:.1f} um")
print(f"scattering time = {tau * 1e15:.0f} fs")
print("INTERMEDIATE VALUES")
print(f"omega = {omega:.4e} rad/s")
print(f"omega_p (without background) = {omega_p:.4e} rad/s")
print(f"omega*tau = {omega * tau:.2f} (dimensionless)")
print(f"g^2 = {g**2:.3e} (dimensionless)")
print(f"X = {X:.3e} (dimensionless)")
print(f"error bound g^2 + X = {g**2 + X:.3e} (dimensionless)")
print(f"classical electron radius = {r_e:.4e} m")
print("INDEX CHANGE (dimensionless)")
print(f"formula: {dn_formula:.6e}")
print(f"full complex root: {dn_full:.6e}")
print(f"from integrated motion: {dn_sim:.6e}")
print(f"full/formula - 1 = {dn_full / dn_formula - 1:.3e}")
print(f"Maxwell-carrier mode, no scattering: {dn_mode:.6e}")
print(f"formula at that mode's wavelength: {dn_mode_formula:.6e}")
print("SCALING EXPONENTS of the full decrease (dimensionless)")
print(f"density: {exp_density:.5f}")
print(f"wavelength: {exp_wavelength:.5f}")
print(f"mass: {exp_mass:.5f}")
print("DOUBLED WAVELENGTH")
print(f"wavelength = {2 * wavelength * 1e6:.1f} um")
print(f"full index change = {dn_double:.6e} (dimensionless)")
print(f"ratio to first change = {dn_double / dn_full:.4f} (dimensionless)")
print("ABSORPTION AND PHASE SHIFT")
print(f"kappa, full = {n_full.imag:.4e} (dimensionless)")
print(f"alpha, full = {alpha_full * 1e-2:.4f} cm^-1")
print(f"alpha, formula = {alpha_formula * 1e-2:.4f} cm^-1")
print(f"length for phase shift pi = {length_pi * 1e3:.4f} mm")
print(f"loss exponent alpha*L = {loss_exponent:.4f} (dimensionless)")
print(f"2 pi/(omega tau) = {2 * np.pi * g:.4f} (dimensionless)")
print(f"transmitted power fraction = {np.exp(-loss_exponent):.4f}")
print("SCATTERING: full/formula and 1/(1+g^2), same N and wavelength")
for product in (1, 3, 10, 30):
    n_case = full_index(density, wavelength, mass, n0, product / omega)
    ratio = (n_case.real - n0) / dn_formula
    reduction = 1 / (1 + 1 / product**2)
    assert abs(ratio - reduction) < X
    print(f"omega*tau = {product}: {ratio:.5f}, {reduction:.5f}")
print("REVERSED SIGN outside the regime (dimensionless)")
X_low, g_low = 10.0, 3.0
n_ratio_low = np.sqrt(1 - X_low / (1 + 1j * g_low)).real
threshold = 4 * (1 + 1 / g_low**2)
assert n_ratio_low > 1 and X_low > threshold
print(f"X = {X_low:.0f}, g = {g_low:.0f}, threshold X = {threshold:.4f}")
print(f"n/n0 = {n_ratio_low:.4f}")
print("success")
```

Running it gives:

```
INPUTS (model parameters)
background index n0 = 3.5
effective mass = 0.25 m_e
carrier density = 1.0e+18 cm^-3
vacuum wavelength = 1.5 um
scattering time = 50 fs
INTERMEDIATE VALUES
omega = 1.2558e+15 rad/s
omega_p (without background) = 1.1283e+14 rad/s
omega*tau = 62.79 (dimensionless)
g^2 = 2.537e-04 (dimensionless)
X = 6.590e-04 (dimensionless)
error bound g^2 + X = 9.127e-04 (dimensionless)
classical electron radius = 2.8179e-15 m
INDEX CHANGE (dimensionless)
formula: -1.153258e-03
full complex root: -1.153155e-03
from integrated motion: -1.153155e-03
full/formula - 1 = -8.891e-05
Maxwell-carrier mode, no scattering: -1.152688e-03
formula at that mode's wavelength: -1.152498e-03
SCALING EXPONENTS of the full decrease (dimensionless)
density: 1.00016
wavelength: 1.99982
mass: -1.00016
DOUBLED WAVELENGTH
wavelength = 3.0 um
full index change = -4.611390e-03 (dimensionless)
ratio to first change = 3.9989 (dimensionless)
ABSORPTION AND PHASE SHIFT
kappa, full = 1.8369e-05 (dimensionless)
alpha, full = 1.5389 cm^-1
alpha, formula = 1.5387 cm^-1
length for phase shift pi = 0.6504 mm
loss exponent alpha*L = 0.1001 (dimensionless)
2 pi/(omega tau) = 0.1001 (dimensionless)
transmitted power fraction = 0.9048
SCATTERING: full/formula and 1/(1+g^2), same N and wavelength
omega*tau = 1: 0.50000, 0.50000
omega*tau = 3: 0.90012, 0.90000
omega*tau = 10: 0.99026, 0.99010
omega*tau = 30: 0.99905, 0.99889
REVERSED SIGN outside the regime (dimensionless)
X = 10, g = 3, threshold X = 4.4444
n/n0 = 1.2247
success
```
